\section*{How Fast Acid Advances into Immobile Quencher, part 1}

(Sections cited here and not found follow in the second part.)

\section{The front and its coefficient}

Q. You say that acid entering a film full of base advances behind a sharp front. Before I believe in a front, tell me what problem you are solving.

A. The film fills the half-space $x>0$, and everything depends on $x$ and the time $t$ alone. Let $a(x,t)$ be the number of acid molecules per volume and $q(x,t)$ the number of quencher molecules per volume. At $t=0$ there is no acid in the film and the quencher has the uniform density $B$. From then on the surface is held at $a(0,t)=A$. The acid diffuses with a constant diffusivity $D$ and the quencher does not move. One acid molecule and one quencher molecule remove each other irreversibly, and no other process removes acid. If $R(x,t)$ is the number of such events per volume and time, then
\begin{equation}
a_t=D a_{xx}-R,\qquad q_t=-R ,
\label{balance}
\end{equation}
where subscripts denote derivatives. The idealization is that neutralization is instantaneous. If one quencher molecule could remove $n$ acid molecules, $B$ would stand for the neutralizing capacity, $n$ times the quencher density.

Q. With an infinite rate, $R$ is infinity times zero. How do you calculate with that?

A. By eliminating it. Acid and quencher cannot be present at the same place, so $aq=0$. Define the excess $u=a-q$. Subtracting the two equations in \eqref{balance} cancels $R$. Since at most one of $a$ and $q$ is nonzero, $a$ is the positive part of $u$, written $u^+=\max(u,0)$, and $q$ is $u^-=\max(-u,0)$. Therefore
\begin{equation}
u_t=D\,(u^+)_{xx},\qquad u(x,0)=-B,\qquad u^+(0,t)=A .
\label{excess}
\end{equation}
This is a complete problem without a reaction term.

Q. It contains no front either. You will now assume one, and the answer will look like your assumption.

A. I shall construct a solution with one front, so I owe you a proof that there is no other solution. Suppose $u_1$ and $u_2$ both satisfy \eqref{excess}, with acid profiles $a_1$ and $a_2$ that fall off deep in the film. Define the accumulated exposures $C_i=\int_0^t a_i\,dt'$ and their difference $w=C_1-C_2$. Integrating \eqref{excess} over time, with the same initial state for both, gives
\begin{equation}
u_1-u_2=D w_{xx},\qquad a_1-a_2=w_t .
\end{equation}
Multiply the two and integrate over $x$. The surface value of $a$ is prescribed, so $w_t=0$ at $x=0$, and integration by parts leaves no boundary term:
\begin{equation}
\int_0^\infty (u_1-u_2)(a_1-a_2)\,dx
=-D\int_0^\infty w_x w_{xt}\,dx
=-\frac D2\frac{d}{dt}\int_0^\infty w_x^2\,dx .
\label{unique}
\end{equation}
The left side cannot be negative. To see this, insert $u_i=a_i-q_i$ and use $a_iq_i=0$:
\begin{equation}
(u_1-u_2)(a_1-a_2)=(a_1-a_2)^2+q_1a_2+q_2a_1\ \ge\ (a_1-a_2)^2 .
\end{equation}
So $\int w_x^2dx$ can never grow. It starts at zero and is not negative, hence it stays zero. The left side of \eqref{unique} is then zero too, which forces $a_1=a_2$. Then $w=0$, and $u_1=u_2$ follows. Whatever solution we find is the solution.

Q. Then find it. Why not take the ordinary diffusion profile without quencher and put the front where that profile has fallen to $B$?

A. Because that compares two densities at one instant, while a quencher molecule is removed by acid that has arrived over time. Your rule would put the front at the surface for $A=B$ and would give no front at all for $A<B$. Yet a weak acid source keeps delivering molecules, and each one that reaches the quencher removes a quencher molecule. What counts is the flux.

Let the front be at $s(t)$, with acid behind it and quencher of density $B$ ahead. The acid density is continuous there, since a jump in $a$ would drive an unbounded diffusion current. Hence $a(s,t)=0$. Choose fixed points $x_1<s<x_2$. The excess between them is $\int_{x_1}^{s}a\,dx-B(x_2-s)$. By \eqref{excess} it changes only through the acid flux at the two ends, and the flux at $x_2$ is zero:
\begin{equation}
\frac{d}{dt}\left[\int_{x_1}^{s}a\,dx-B(x_2-s)\right]=-D a_x(x_1,t).
\end{equation}
Carry out the derivative. The moving limit contributes $a(s,t)\,\dot s=0$, and the second term contributes $+B\dot s$. Behind the front $a_t=Da_{xx}$, so
\begin{equation}
D a_x(s^-,t)-D a_x(x_1,t)+B\dot s=-D a_x(x_1,t).
\end{equation}
The terms at $x_1$ cancel, leaving
\begin{equation}
-D a_x(s^-,t)=B\dot s .
\label{front}
\end{equation}
The acid flux reaching the front equals the number of quencher molecules that the front removes per area and time. The slope $a_x$ is negative, so $\dot s$ is positive.

Q. That is one condition on an unknown profile and an unknown path. What fixes the path?

A. The absence of a length scale. Replace $x$ by $cx$ and $t$ by $c^2t$ with any positive $c$. The equation and the data in \eqref{excess} are unchanged. Since the solution is unique, the rescaled solution is the same function, so $a$ can depend on $x$ and $t$ only through $x/\sqrt t$. I use the dimensionless form
\begin{equation}
\eta=\frac{x}{2\sqrt{Dt}},\qquad a(x,t)=f(\eta),\qquad s(t)=2\lambda\sqrt{Dt}.
\end{equation}
The front sits at a fixed $\eta=\lambda$. From $\eta_t=-\eta/(2t)$ and $\eta_x=1/(2\sqrt{Dt})$,
\begin{equation}
a_t=-\frac{\eta}{2t}f',\qquad D a_{xx}=\frac{D}{4Dt}f''=\frac{1}{4t}f'' .
\end{equation}
Equating these and multiplying by $4t$ gives
\begin{equation}
f''+2\eta f'=0,\qquad f(0)=A,\qquad f(\lambda)=0 .
\label{ode}
\end{equation}
Multiplied by $e^{\eta^2}$, the equation reads $(e^{\eta^2}f')'=0$. Hence $f'=Ke^{-\eta^2}$ with a constant $K$. With $\operatorname{erf}\eta=(2/\sqrt\pi)\int_0^\eta e^{-y^2}dy$, a second integration gives $f=A+K(\sqrt\pi/2)\operatorname{erf}\eta$. The condition at $\lambda$ requires $K=-2A/(\sqrt\pi\operatorname{erf}\lambda)$, so
\begin{equation}
a=A\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}\right],\qquad 0\le\eta\le\lambda .
\label{profile}
\end{equation}

Q. And $\lambda$?

A. It comes from \eqref{front}. The two sides are
\begin{align}
-D a_x(s^-,t)&=-\frac{D f'(\lambda)}{2\sqrt{Dt}}
=\frac{A e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}\sqrt{\frac Dt},\\
B\dot s&=B\,\frac{d}{dt}\left(2\lambda\sqrt{Dt}\right)=B\lambda\sqrt{\frac Dt}.
\end{align}
The factor $\sqrt{D/t}$ cancels, which confirms that a constant $\lambda$ can satisfy the balance at every time. What remains is
\begin{equation}
F(\lambda)\equiv\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac AB .
\label{law}
\end{equation}
The diffusivity sets the time scale, and the ratio of concentrations sets the coefficient.

Q. A transcendental equation may have no root, or several.

A. This one has a single positive root for every positive $A/B$. Let $g(z)=(\sqrt\pi/2)e^{z^2}\operatorname{erf}z$, so that $F(z)=2zg(z)$. Differentiation gives $g'=2zg+1$ with $g(0)=0$. Insert the odd series $g=\sum_n c_nz^{2n+1}$. The constant term gives $c_0=1$, and the power $z^{2n}$ gives $(2n+1)c_n=2c_{n-1}$. Thus $c_1=2/3$, $c_2=4/15$, and all $c_n$ are positive:
\begin{equation}
F(\lambda)=2\lambda^2\left(1+\frac23\lambda^2+\frac4{15}\lambda^4+\cdots\right).
\label{series}
\end{equation}
So $F$ rises steadily from zero without bound and takes each positive value once.

The series also shows how weakly concentration acts. Every power in it is at least the second, so $\lambda F'\ge2F$. Taking the logarithmic derivative of \eqref{law},
\begin{equation}
\frac{d\ln\lambda}{d\ln(A/B)}=\frac{F}{\lambda F'}\le\frac12 .
\label{sens}
\end{equation}
Doubling the time at fixed $A$ and $B$ multiplies the depth by $\sqrt2$. Doubling $A$ at fixed $B$ and $t$ multiplies it by no more than that.

Q. Give me a limit that I can picture.

A. Take $A\ll B$. The front is slow, and the acid behind it has time to settle into a nearly straight profile with flux $DA/s$. Then $DA/s=B\dot s$, or $d(s^2)/dt=2DA/B$, and
\begin{equation}
s\approx\sqrt{\frac{2ADt}{B}} .
\label{slow}
\end{equation}
The series agrees. With $m=A/B$ and $y=\lambda^2$, \eqref{series} reads $m=2y+\frac43y^2+O(y^3)$. Solve for the first $y$ and insert $y\approx m/2$ in the small term:
\begin{equation}
\lambda^2=\frac m2-\frac23\left(\frac m2\right)^2+O(m^3)=\frac m2\left(1-\frac m3\right)+O(m^3).
\end{equation}
At $m=0.1$ this gives $0.04833$, while solving \eqref{law} numerically by bracketing the root gives $0.04841$. Since $F>2\lambda^2$, the estimate \eqref{slow} always lies ahead of the true front: it leaves out the acid needed to fill the opened region and the curvature that goes with it.

Q. And when acid is plentiful?

A. Take the logarithm of \eqref{law} and let $L=\ln[A/(B\sqrt\pi)]$:
\begin{equation}
\lambda^2=L-\tfrac12\ln\lambda^2-\ln\operatorname{erf}\lambda .
\end{equation}
For large $\lambda$ the last term vanishes, and in the first logarithm $\lambda^2$ may be replaced by $L$ at leading order. So $\lambda^2\approx L-\frac12\ln L$. For $A/B=10^6$ this gives $11.95$, and the numerical root gives $12.00$. The front then runs in the far tail of the diffusion profile, and more acid moves it only through a logarithm.

Q. The profile at the surface is steepest at the start. Does the surface not take up an infinite amount of acid?

A. The flux diverges at $t=0$, but its integral is finite. From \eqref{profile}, the flux at $x=0$ is $A\sqrt{D/(\pi t)}/\operatorname{erf}\lambda$. Since $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, the uptake per area is
\begin{equation}
M=\frac{2A}{\operatorname{erf}\lambda}\sqrt{\frac{Dt}{\pi}} .
\label{uptake}
\end{equation}
The neutralized part is $Bs=2B\lambda\sqrt{Dt}$. The front balance in the form $B\lambda=Ae^{-\lambda^2}/(\sqrt\pi\operatorname{erf}\lambda)$ turns this into
\begin{equation}
Bs=M e^{-\lambda^2}.
\label{fraction}
\end{equation}
A fraction $e^{-\lambda^2}$ of the acid taken up has been neutralized, at every time, and the rest is free acid behind the front.

Q. I would like to see numbers from a calculation that has never heard of $\lambda$.

A. Divide the film into cells of unit width, set $D=B=1$, and advance \eqref{excess} in time steps of $0.3$. The flux between neighbouring cells is the difference of their values of $u^+$, and the surface flux is twice the difference between $A$ and the first cell, because the cell centre lies half a cell deep. The consumed quencher divided by $B$ is the depth $s$. For $A/B=0.2$, $1$ and $5$, stopped near $t=40000$, $12000$ and $4000$, the quotient $s/(2\sqrt{Dt})$ is $0.3064$, $0.6201$ and $1.0597$. The roots of \eqref{law} are the same to these four decimals. The neutralized fractions on the grid are $0.910$, $0.681$ and $0.325$, as \eqref{fraction} gives. Raising $A/B$ from 1 to 5 thus deepens the front by a factor of $1.71$, less than $\sqrt5\approx2.24$, in line with \eqref{sens}.

\section{Sources, finite rates and a resist}

The symbols carry over. Acid of density $a$ and diffusivity $D$ enters $x>0$ from a surface held at $A$ and removes immobile quencher of density $B$, one for one. For instantaneous neutralization the front is at $s=2\lambda\sqrt{Dt}$, with $F(\lambda)=\sqrt\pi\lambda e^{\lambda^2}\operatorname{erf}\lambda=A/B$. With $\eta=x/(2\sqrt{Dt})$, the acid profile is $a=A[1-\operatorname{erf}\eta/\operatorname{erf}\lambda]$. The uptake per area is $M=2A\sqrt{Dt/\pi}/\operatorname{erf}\lambda$, and a fraction $e^{-\lambda^2}$ of it is neutralized.

Q. Nobody stands at the surface topping up the acid. What in a real film could hold $a(0,t)$ at $A$?

A. A wide region that already contains acid. Let $x<0$ be an exposed region and $x=0$ its edge. Let $A_0$ be its net acid density, what remains after the acid generated there has neutralized the local quencher. Let the diffusivity be the same on both sides. The equation $f''+2\eta f'=0$ now holds for all $\eta<\lambda$, and its general solution is $f=\alpha-\beta\operatorname{erf}\eta$. Deep in the exposed region $\operatorname{erf}\eta\to-1$, so $\alpha+\beta=A_0$. At the front $\alpha=\beta\operatorname{erf}\lambda$. Together these give $\beta=A_0/(1+\operatorname{erf}\lambda)$ and
\begin{equation}
a=A_0\,\frac{\operatorname{erf}\lambda-\operatorname{erf}\eta}{1+\operatorname{erf}\lambda},
\qquad
a(0,t)=A_0\,\frac{\operatorname{erf}\lambda}{1+\operatorname{erf}\lambda}.
\label{edge}
\end{equation}
The edge value does not depend on time. Call it $A$; then $\beta=A/\operatorname{erf}\lambda$, and for $x>0$ the profile is the earlier one. The front balance is therefore $F(\lambda)=A/B$ again. Substituting for $A$ and dividing by $\operatorname{erf}\lambda$ expresses the same root through the reservoir:
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)=\frac{A_0}{B}.
\label{reservoir}
\end{equation}
For $A=B$ this requires $A_0/B=2.614$. The same grid march as before, with 450 cells of acid at this density to the left of the edge, gives an edge value of $1.0000\,B$ both at $t=3000$ and at $t=12000$.

For instantaneous neutralization and an immobile quencher, the front advances as $s=2\lambda\sqrt{Dt}$ with $\lambda$ fixed by $A/B$, and a wide exposed region can supply the constant edge density $A$. What remains is to examine exposed regions of finite width, a finite reaction rate and a mobile quencher, and to put numbers to a resist.
